\section*{Allen's resistivity formula as a variational bound, and the transport coupling constant, part 1}

(Sections cited here and not found follow in the second part.)

\section{One phonon frequency at high temperature}

Atomic units are used in the algebra, $\hbar=m=e=k_B=1$, with Gaussian fields. Take a spherical Fermi surface with $N_F$ states per spin, cell and energy, and one phonon of frequency $\Omega$ whose matrix element $g$ does not depend on the electron momenta. For $T\gg\Omega$ the energy exchanged is small against the thermal width, and the collision is nearly elastic. Absorption carries the Bose factor $n$ and emission $n+1$, with $2n+1=\coth(\Omega/2T)\to 2T/\Omega$. The golden rule gives
\begin{equation}
\frac1\tau=2\pi N_F|g|^2\,\frac{2T}{\Omega}=2\pi\lambda T,\qquad \lambda=\frac{2N_F|g|^2}{\Omega}.
\end{equation}
The final direction is random, so each collision erases the velocity and $\tau$ is the Drude time: $\rho=4\pi/\omega_p^2\tau=8\pi^2\lambda T/\omega_p^2$. A general metal differs in three ways. Collisions are weighted by the velocity change they cause, they are inelastic at finite $\Omega/T$, and the distribution need not follow the velocity.

\section{Assumptions and theorem}

Energies $\varepsilon_k$ are band energies measured from the chemical potential, $v_k=\partial\varepsilon_k/\partial k_x$, and $k$ includes the band index. Sums over $k$ are per cell of volume $V$ and per spin. $f$ is the Fermi function, $f_k=f(\varepsilon_k)$, $w=-\partial f/\partial\varepsilon=f(1-f)/T$, and $y=\Omega/2T$.
\begin{enumerate}
\item[A1.] The linearised Boltzmann equation holds (mean free path $\ell$ with $k_F\ell\gg1$), and $x$ is a principal axis, so $\rho=1/\sigma_{xx}$.
\item[A2.] Scattering is by single phonons that stay in equilibrium, with rate
\begin{equation}
W_{kk'}=2\pi\sum_\nu|g^\nu_{kk'}|^2\big[n\,\delta(\varepsilon_{k'}-\varepsilon_k-\omega)+(n+1)\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega)\big],
\end{equation}
where $\omega=\omega_{k'-k,\nu}$, $n=n(\omega)$, $g$ contains $(2M\omega)^{-1/2}$, and $|g|^2$ and $\omega$ are symmetric in $k\leftrightarrow k'$.
\item[A3.] Velocities, densities of states and $g$ vary on a scale $E_F\gg T,\Omega$.
\item[A4.] Bands, phonons and $g$ do not depend on $T$ (constant volume).
\end{enumerate}
With $N_F\langle v_x^2\rangle=\sum_kv_k^2\delta(\varepsilon_k)$ define
\begin{align}
\omega_p^2&=8\pi N_F\langle v_x^2\rangle/V,\\
\alpha_{\rm tr}^2F(\Omega)&=\frac{1}{N_F\langle v_x^2\rangle}\sum_{kk'\nu}|g^\nu_{kk'}|^2\,\tfrac12(v_k-v_{k'})^2\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\Omega-\omega),\\
\lambda_{\rm tr}&=2\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha_{\rm tr}^2F(\Omega).
\end{align}
Relabelling $k\leftrightarrow k'$ in the $v_{k'}^2$ term turns $\frac12(v_k-v_{k'})^2$ into $v_k^2-v_kv_{k'}$, an out part minus an in part, so $\lambda_{\rm tr}=\lambda_{\rm out}-\lambda_{\rm in}$.

\paragraph{Theorem.} Under A1--A3, to leading order in $T/E_F$ and $\Omega/E_F$,
\begin{equation}\label{allen}
\rho\le\rho_A=\frac{4\pi}{\omega_p^2\tau},\qquad
\frac1\tau=4\pi T\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha_{\rm tr}^2F(\Omega)\Big(\frac{y}{\sinh y}\Big)^2 .
\end{equation}
For $T$ far above the highest phonon energy, $1/\tau\to2\pi\lambda_{\rm tr}T$, and with A4, $\lambda_{\rm tr}=\omega_p^2\,(d\rho_A/dT)/8\pi^2$.

Allen's formula is $\rho_A$. It bounds the Boltzmann resistivity from above, and the last relation holds for a measured $\rho$ to the extent that its slope equals that of $\rho_A$. A small gap between $\rho$ and $\rho_A$ does not by itself ensure this. When impurities dominate, the phonon part of $\rho$ is, to first order, the right side of \eqref{var} with the phonon part of $Q$ and with the impurity solution as $\chi$, because $\rho$ is a minimum over $\chi$. Its slope is then that of $\rho_A$ if the impurity solution is proportional to $v$, as for a constant impurity rate, but in general not otherwise.

\section{Lemmas and proof}

\paragraph{Lemma 1.} $P_{kk'}=W_{kk'}f_k(1-f_{k'})$ is symmetric. If $\phi$ solves
\begin{equation}\label{bte}
v_kw_k=\frac1T\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}),
\end{equation}
then $\sigma=2J[\phi]/V$ with $J[\chi]=\sum_kv_kw_k\chi_k$.

\emph{Proof.} Since $f/(1-f)=e^{-\varepsilon/T}$ and $n/(n+1)=e^{-\omega/T}$,
\begin{equation}\label{db}
\frac{f(\varepsilon)[1-f(\varepsilon+\omega)]\,n}{f(\varepsilon+\omega)[1-f(\varepsilon)]\,(n+1)}=e^{\omega/T}e^{-\omega/T}=1,
\end{equation}
so the absorption term of $P_{kk'}$ equals the emission term of $P_{k'k}$. The force on an electron is $-E$. In the steady state $-E\,\partial F_k/\partial k_x=-\sum_{k'}[W_{kk'}F_k(1-F_{k'})-W_{k'k}F_{k'}(1-F_k)]$. To first order the left side is $-Ev_k\,\partial f/\partial\varepsilon=Ev_kw_k$. Put $F_k=f_k+w_k\psi_k$. Then
\begin{align}
\delta[F_k(1-F_{k'})]&=f_k(1-f_{k'})\,[(1-f_k)\psi_k-f_{k'}\psi_{k'}]/T,\\
\delta[F_{k'}(1-F_k)]&=f_{k'}(1-f_k)\,[(1-f_{k'})\psi_{k'}-f_k\psi_k]/T.
\end{align}
Multiplied by their rates, both prefactors become $P_{kk'}$, and the difference of the brackets is $\psi_k-\psi_{k'}$. Hence $Ev_kw_k=-T^{-1}\sum_{k'}P_{kk'}(\psi_k-\psi_{k'})$, and $\psi=-E\phi$ gives \eqref{bte}. With charge $-1$ and two spins, $j=-(2/V)\sum_kv_kw_k\psi_k=2EJ[\phi]/V$.

\paragraph{Lemma 2.} For any trial function $\chi$ with $J[\chi]\ne0$,
\begin{equation}\label{var}
\rho\le\frac{V\,Q[\chi]}{2J[\chi]^2},\qquad Q[\chi]=\frac1{2T}\sum_{kk'}P_{kk'}(\chi_k-\chi_{k'})^2,
\end{equation}
with equality for $\chi\propto\phi$.

\emph{Proof.} Let $B(a,b)=(2T)^{-1}\sum P_{kk'}(a_k-a_{k'})(b_k-b_{k'})$, which is symmetric and non-negative because $P\ge0$. Relabelling $k\leftrightarrow k'$ in the term with $a_{k'}$ gives $B(a,b)=T^{-1}\sum_ka_k\sum_{k'}P_{kk'}(b_k-b_{k'})$. By \eqref{bte}, $B(\chi,\phi)=J[\chi]$ and $B(\phi,\phi)=J[\phi]$. The Schwarz inequality reads $J[\chi]^2\le Q[\chi]J[\phi]$, and $J[\phi]=V/2\rho$.

\paragraph{Lemma 3.} $J[v]=\sum_kf_k\,\partial^2\varepsilon_k/\partial k_x^2$, and under A3 $J[v]=V\omega_p^2/8\pi$.

\emph{Proof.} $v_kw_k=-\partial f_k/\partial k_x$, and integration by parts over the periodic zone moves the derivative onto $v_k$. Under A3, $w\to\delta(\varepsilon)$ gives $N_F\langle v_x^2\rangle$. For free electrons of density $n_e$ the sum is $n_eV/2$ at any $T$, so $\omega_p^2=4\pi n_e$.

\paragraph{Lemma 4.}
\begin{equation}
\int d\varepsilon\,f(\varepsilon)\big\{n[1-f(\varepsilon+\Omega)]+(n+1)[1-f(\varepsilon-\Omega)]\big\}=2\Omega\,n(n+1)=\frac{\Omega}{2\sinh^2y}.
\end{equation}

\emph{Proof.} With $s=e^{\varepsilon/T}$, $b=e^{\Omega/T}$ and $d=(s+1)(sb+1)$, one has $f(\varepsilon)[1-f(\varepsilon+\Omega)]=sb/d$ and $f(\varepsilon)-f(\varepsilon+\Omega)=s(b-1)/d$. Their ratio is $b/(b-1)=n+1$. The integral of $f(\varepsilon)-f(\varepsilon+\Omega)$ vanishes at $\Omega=0$ and has $\Omega$-derivative $\int w\,d\varepsilon=1$, so it equals $\Omega$. Absorption thus gives $\Omega n(n+1)$. Shifting $\varepsilon\to\varepsilon+\Omega$ in the emission term and using \eqref{db} gives the same. Finally $n(n+1)=b/(b-1)^2=1/(4\sinh^2y)$.

\paragraph{Proof of the theorem.} Take $\chi=v$, the displaced Fermi distribution. Insert $1=\int d\varepsilon\,\delta(\varepsilon-\varepsilon_k)$, likewise for $k'$ and $\omega$, and let $S(\varepsilon,\varepsilon',\Omega)$ be the sum in $\alpha_{\rm tr}^2F$ taken on the surfaces $\varepsilon,\varepsilon'$:
\begin{equation}
Q[v]=\frac{2\pi}{T}\int d\Omega\,d\varepsilon\,d\varepsilon'\,S\,f(\varepsilon)[1-f(\varepsilon')]\big[n\delta(\varepsilon'-\varepsilon-\Omega)+(n+1)\delta(\varepsilon'-\varepsilon+\Omega)\big].
\end{equation}
The $\frac12$ of $Q$ is the $\frac12$ inside $S$. The Fermi factors confine both energies to within $\Omega$ plus a few $T$ of zero, so A3 allows $S\to S(0,0,\Omega)=J[v]\,\alpha_{\rm tr}^2F$. Lemma 4 does the energy integrals:
\begin{equation}\label{rate}
\frac{Q[v]}{J[v]}=\frac{4\pi}{T}\int d\Omega\,\alpha_{\rm tr}^2F\,\Omega\,n(n+1)=4\pi T\int\frac{d\Omega}{\Omega}\,\alpha_{\rm tr}^2F\,\frac{\Omega^2/4T^2}{\sinh^2y}=\frac1\tau.
\end{equation}
Lemmas 2 and 3 give $\rho\le V/(2J\tau)=4\pi/\omega_p^2\tau$. As $y\to0$, $y/\sinh y\to1$ and the integral tends to $\lambda_{\rm tr}/2$, so $\rho_A\to8\pi^2\lambda_{\rm tr}T/\omega_p^2$.

\section{Approach to the linear law}

\paragraph{Corollary.} Let $A=8\pi^2\lambda_{\rm tr}/\omega_p^2$ and $\langle\Omega^m\rangle=(2/\lambda_{\rm tr})\int d\Omega\,\alpha_{\rm tr}^2F\,\Omega^{m-1}$. For $T>\Omega_{\max}/2\pi$,
\begin{align}
\frac{\rho_A}{AT}&=1-\frac{\langle\Omega^2\rangle}{12T^2}+\frac{\langle\Omega^4\rangle}{240T^4}-\dots,\label{fr}\\
\frac1A\frac{d\rho_A}{dT}&=1+\frac{\langle\Omega^2\rangle}{12T^2}-\frac{\langle\Omega^4\rangle}{80T^4}+\dots\label{fs}
\end{align}

\emph{Proof.} Inverting $\sinh y/y=1+y^2/6+y^4/120$ gives $1-y^2/6+(\frac1{36}-\frac1{120})y^4=1-y^2/6+7y^4/360$. The square is $1-y^2/3+(\frac1{36}+\frac{14}{360})y^4=1-y^2/3+y^4/15$. The series converges for $y<\pi$, the nearest poles being $\pm i\pi$. Setting $y=\Omega/2T$ gives \eqref{fr}. In $\rho_A$ the terms go as $T$, $T^{-1}$, $T^{-3}$, and differentiation multiplies them by $1,-1,-3$.

\emph{Remarks.} Because $\sinh y>y$, $\rho_A/T$ lies below $A$ at every $T$. The slope approaches $A$ from above, and the mean of \eqref{fr} and \eqref{fs} is $1-\langle\Omega^4\rangle/240T^4$ to this order. For one mode, with $G=(y/\sinh y)^2$, $T\,dy/dT=-y$ and $yG'=G(2-2y\coth y)$, the slope factor is $G-yG'=G\,(2y\coth y-1)$. It equals $1.19$ at $y=1.2$, is back at $1$ at $y=1.911$ ($T=0.262\,\Omega$), and vanishes as $y\to\infty$.

In SI units $\rho_A=1/\epsilon_0\omega_p^2\tau$ and $\hbar/\tau=2\pi\lambda_{\rm tr}k_BT$, so $\lambda_{\rm tr}=\hbar\epsilon_0\omega_p^2\rho'/2\pi k_B$. With $\omega_p=(e/\hbar)(\hbar\omega_p/{\rm eV})$ and $1\,\mu\Omega\,{\rm cm}=10^{-8}\,\Omega\,{\rm m}$,
\begin{equation}\label{C}
\lambda_{\rm tr}=C\Big(\frac{\hbar\omega_p}{\rm eV}\Big)^2\frac{d\rho/dT}{\mu\Omega\,{\rm cm/K}},\qquad C=\frac{10^{-8}\epsilon_0e^2}{2\pi\hbar k_B}=0.2484 .
\end{equation}
Applied to a measured slope, \eqref{C} needs $k_F\ell\gg1$ at the temperature of measurement, which fails in metals whose resistivity saturates, and it needs phonons to be the only temperature-dependent scattering, with no sizable magnetic or electron-electron part. If A4 fails by thermal expansion, $\rho=A(V)T$ has the constant-pressure slope $A[1+\beta T\,d\ln A/d\ln V]$, with $\beta$ the volume expansion coefficient.

\section{How far the bound lies above the solution}

Suppose the collision operator $\chi_k\mapsto T^{-1}\sum_{k'}P_{kk'}(\chi_k-\chi_{k'})$ acts on both $v$ and the solution $\phi$ of \eqref{bte} as multiplication by the same $w_k/\tau_k$. This holds when the in term vanishes for functions odd in $k$, and for elastic scattering on a sphere with a kernel that depends only on the scattering angle. The condition on $\phi$ alone would be empty, since it only defines $\tau_k=\phi_k/v_k$. Then $\phi_k=v_k\tau_k$ and $Q[v]=\sum v^2w/\tau_k$. With $\langle\cdot\rangle$ the average weighted by $v^2w$,
\begin{equation}\label{diag}
\rho_A/\rho=\langle\tau\rangle\langle1/\tau\rangle=1+\langle r^2\rangle+O(r^3),
\end{equation}
where $\tau_k=\langle\tau\rangle(1+r_k)$, $\langle r\rangle=0$, and $1/(1+r)=1-r+r^2-\dots$

\paragraph{Lemma 5 (energy dependence).} For the model of the first section with constant $N_F$ and $\langle v_x^2\rangle$, at any $T$,
\begin{equation}\label{ein}
\frac{\rho_A}{\rho}=\frac{2y}{\sinh2y}+\frac{2y}{3}\tanh y .
\end{equation}

\emph{Proof.} $P$ does not depend on directions and $\phi$ is odd in $k$, so $\sum_{k'}P\phi_{k'}=0$ and $1/\tau(\varepsilon)=\sum_{k'}P_{kk'}/f_k(1-f_k)$. Here $N_F|g|^2=\lambda\Omega/2$. In the notation of Lemma 4,
\begin{equation}
\frac{n[1-f(\varepsilon+\Omega)]}{1-f(\varepsilon)}=\frac{b(s+1)}{(b-1)(sb+1)}=\frac1{b-1}+\frac1{sb+1}=n+f(\varepsilon+\Omega).
\end{equation}
Replacing $\Omega\to-\Omega$, with $n(-\Omega)=-(n+1)$, gives $n+1-f(\varepsilon-\Omega)$ for emission. With $u=\varepsilon/2T$, $f=\frac12(1-\tanh u)$ and $\tanh(u+y)-\tanh(u-y)=2\sinh2y/(\cosh2u+\cosh2y)$,
\begin{align}
\frac{1}{\pi\lambda\Omega\,\tau(\varepsilon)}&=2n+1+f(\varepsilon+\Omega)-f(\varepsilon-\Omega)\label{te}\\
&=\coth y\,\frac{\cosh2u+\cosh2y-2\sinh^2y}{\cosh2u+\cosh2y}=\frac{\coth y\,\cosh^2u}{\cosh^2u+\sinh^2y}.
\end{align}
Thus $\pi\lambda\Omega\tau=\tanh y\,(1+\sinh^2y\,{\rm sech}^2u)$. Since $w\,d\varepsilon=\frac12d(\tanh u)$ and ${\rm sech}^2u=1-\tanh^2u$, the average of ${\rm sech}^2u$ is $\frac23$. Equation \eqref{rate} with $\alpha_{\rm tr}^2F=\frac12\lambda\Omega\,\delta(\Omega'-\Omega)$ gives $\langle1/\tau\rangle=\pi\lambda\Omega\,y/\sinh^2y$. The product is $y/(\sinh y\cosh y)+\frac23y\tanh y$.

Allen's formula has been shown to bound the Boltzmann resistivity from above, its approach to the linear law has been derived, and the ratio $\rho_A/\rho$ has been found at any $T$ for the model with one phonon frequency. It remains to examine the limits of that ratio, the effects of angular dependence and impurities, and the absence of a mass factor in that model, and to work through an example with free electrons and a Debye branch.

Numerical values quoted here were computed with a short program.
